# The hydrogen 2s Lamb shift from a shaken electron: verification in Python

```python
# Result under test: the zero-point field shakes an electron by
#   <dr^2> = (2 alpha/pi) c^-2 * log(w_max/w_min)     (atomic units, c = 1/alpha)
# and this raises hydrogen 2s by alpha^3 * log(w_max/w_min) / (6 pi) hartree.
# Symbols: w = angular frequency (= photon energy in atomic units),
#   gap = E_n - E_2s for p states n, weight = |<n|p|2s>|^2 summed over directions,
#   k0 = mean excitation energy, its log averaged with weight*gap.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid, quad

alpha = const.fine_structure
c_au = 1.0 / alpha
to_MHz = const.physical_constants["hartree-hertz relationship"][0] / 1e6
to_eV = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]

# --- Free electron in an oscillating field: integrate the motion in time ---
field, freq = 0.7, 3.0
period = 2 * np.pi / freq
times = np.linspace(0, period, 2001)
motion = solve_ivp(lambda t, y: [y[1], -field * np.cos(freq * t)],
                   (0, period), [field / freq**2, 0.0],
                   t_eval=times, rtol=1e-10, atol=1e-12)
mean_x2 = trapezoid(motion.y[0]**2, times) / period
mean_field2 = field**2 / 2
assert abs(mean_x2 / (mean_field2 / freq**4) - 1) < 1e-5

# --- Explicit sum over the modes of a periodic box, SI units ---
box = 1e-9
n_low, n_high = 10, 60
axis = np.arange(-n_high, n_high + 1)
n2 = (axis[:, None, None]**2 + axis[None, :, None]**2
      + axis[None, None, :]**2).ravel()
n2 = n2[(n2 > n_low**2) & (n2 <= n_high**2)]
w_modes = const.c * 2 * np.pi * np.sqrt(n2) / box
E2_modes = const.hbar * w_modes / (2 * const.epsilon_0 * box**3)
box_sum = 2 * np.sum(const.e**2 * E2_modes / (const.m_e**2 * w_modes**4))
compton = const.hbar / (const.m_e * const.c)
box_formula = 2 * alpha / np.pi * compton**2 * np.log(n_high / n_low)
# tolerance: graininess of the lattice of modes at the inner sphere
assert abs(box_sum / box_formula - 1) < 5e-3


# --- Hydrogen radial densities R(r)^2 ---
def dens_2s(r):
    return 0.5 * (1 - r / 2)**2 * np.exp(-r)


def dens_2p(r):
    return r**2 * np.exp(-r) / 24


for dens in (dens_2s, dens_2p):
    assert abs(quad(lambda r: dens(r) * r**2, 0, 80)[0] - 1) < 1e-7


# --- p states by diagonalization in functions r^2 exp(-z r) ---
# Momentum elements are taken as Coulomb-force elements divided by the gap:
# the sum of weight*gap is then variational and safe with steep functions.
def p_spectrum(ratio, k_min, k_max):
    mp.mp.dps = 30
    z = [mp.mpf(1) / 2 * mp.mpf(ratio)**k for k in range(k_min, k_max + 1)]
    size = len(z)
    norm = [mp.sqrt((2 * a)**5 / 24) for a in z]
    overlap, ham = mp.matrix(size, size), mp.matrix(size, size)
    source = mp.matrix(size, 1)
    for i, a in enumerate(z):
        t = a + mp.mpf(1) / 2
        # overlap with the force 1/r^2 times the 2s function
        source[i] = norm[i] * (1 / t**2 - 1 / t**3) / mp.sqrt(2)
        for j, b in enumerate(z):
            s, nn = a + b, norm[i] * norm[j]
            overlap[i, j] = nn * 24 / s**5
            ham[i, j] = nn * (12 * a * b / s**5 - 6 / s**4)
    inv = mp.cholesky(overlap)**-1
    energy, vectors = mp.eigsy(inv * ham * inv.T)
    amp = vectors.T * (inv * source)
    gap = np.array([float(energy[i] + mp.mpf(1) / 8) for i in range(size)])
    force2 = np.array([float(amp[i]**2) for i in range(size)])
    keep = gap > 1e-6          # drops 2p, degenerate with 2s
    assert np.sum(~keep) == 1 and force2[~keep][0] < 1e-15
    return gap[keep], force2[keep] / gap[keep]**2


gap, weight = p_spectrum("1.5", -6, 36)
strength = weight * gap
sum_p2, sum_rule = weight.sum(), strength.sum()
rho0 = dens_2s(0.0) / (4 * np.pi)
kinetic_p2 = 2 * (1 / 8)       # virial theorem: <p^2> = 2 * |E_2s|
assert abs(sum_p2 / kinetic_p2 - 1) < 1e-4
assert abs(sum_rule / (2 * np.pi * rho0) - 1) < 1e-4


# 2s-3p momentum strength directly from the gradient of the 2s function
def shape_3p(r):
    return r * (1 - r / 6) * np.exp(-r / 3)


def slope_2s(r):
    return (r / 4 - 1) * np.exp(-r / 2) / np.sqrt(2)


norm_3p = quad(lambda r: (r * shape_3p(r))**2, 0, 120)[0]
weight_3p = quad(lambda r: r**2 * shape_3p(r) * slope_2s(r),
                 0, 120)[0]**2 / norm_3p
assert abs(gap[0] / (1 / 8 - 1 / 18) - 1) < 1e-3
assert abs(weight[0] / weight_3p - 1) < 3e-3

log_k0 = np.sum(strength * np.log(gap)) / sum_rule
k0 = np.exp(log_k0)
gap_b, weight_b = p_spectrum("1.7", -5, 26)
log_k0_b = np.sum(weight_b * gap_b * np.log(gap_b)) / np.sum(weight_b * gap_b)
assert abs(log_k0 - log_k0_b) < 2e-3


# --- Smooth switching-off of the response by binding ---
def surviving(w):
    return np.sum(strength * w / (w + gap)) / sum_rule


def direct_log(w_max):
    x = np.linspace(np.log(1e-7), np.log(w_max), 8001)
    return trapezoid([surviving(np.exp(v)) for v in x], x)


w_max = c_au**2
big = 1e8
# remaining differences come from gaps above the cutoff, falling as 1/sqrt(cutoff)
assert abs(direct_log(big) - np.log(big / k0)) < 2e-3
log_direct = direct_log(w_max)
log_main = np.log(w_max / k0)
assert abs(log_direct / log_main - 1) < 0.01
shift_second = 2 * alpha**3 / (3 * np.pi) * sum_rule * log_direct * to_MHz


# --- Shift formula and blurred Coulomb attraction ---
def msd(log_value):
    return 2 * alpha / np.pi / c_au**2 * log_value


def shift_2s(log_value):
    return alpha**3 * log_value / (6 * np.pi) * to_MHz


def blurred_shift(dens, mean_square):
    # Gaussian displacement; shell theorem for each displacement length d
    sigma = np.sqrt(mean_square / 3)
    gx, gw = np.polynomial.legendre.leggauss(80)
    x, wx = 5 * (gx + 1), 5 * gw
    y, wy = (gx + 1) / 2, gw / 2
    prob = np.sqrt(2 / np.pi) * x**2 * np.exp(-x**2 / 2)
    d = sigma * x
    inner = (dens(d[:, None] * y[None, :]) * (y - y**2)) @ wy
    return np.sum(wx * prob * d**2 * inner) * to_MHz


r2 = msd(log_main)
shift_main = shift_2s(log_main)
blur_2s, blur_2p = blurred_shift(dens_2s, r2), blurred_shift(dens_2p, r2)
assert abs(blur_2s / shift_main - 1) < 5e-3
assert 0 < blur_2p < 1e-5 * blur_2s
ratio_2p = blurred_shift(dens_2p, 2 * r2) / blur_2p
assert abs(ratio_2p - 4) < 0.05     # 2p shift grows as displacement^4
assert abs(shift_second / shift_main - 1) < 0.01
assert 500 < shift_main < 2000

# --- Numbers for the text ---
print(f"fine-structure constant alpha: {alpha:.8f}")
print(f"speed of light c: {c_au:.4f} a.u.")
print(f"upper cutoff mc^2: {w_max:.1f} hartree")
print(f"one hartree as frequency: {to_MHz:.5e} MHz")
print(f"prefactor (2 alpha/pi)/c^2: {msd(1.0):.4e} bohr^2")
print(f"2s shift per unit of logarithm: {shift_2s(1.0):.2f} MHz")
print(f"2s density at nucleus: {rho0:.6f} bohr^-3")
print(f"driven electron, mean x^2 from motion: {mean_x2:.6e} a.u.")
print(f"driven electron, <E^2>/w^4: {mean_field2/freq**4:.6e} a.u.")
print(f"box modes summed (two polarizations): {2*len(n2)}")
print(f"box mode sum / logarithm formula: {box_sum/box_formula:.5f}")
print(f"sum of |p_n|^2: {sum_p2:.6f} a.u.")
print(f"sum of |p_n|^2 * gap: {sum_rule:.6f} a.u.")
print(f"2s-3p |p_n|^2, diagonalization: {weight[0]:.6f} a.u.")
print(f"2s-3p |p_n|^2, quadrature: {weight_3p:.6f} a.u.")
print(f"mean excitation energy k0: {k0:.3f} hartree")
print(f"log k0, first basis: {log_k0:.5f}")
print(f"log k0, second basis: {log_k0_b:.5f}")
for w in (0.1, 1.0, 10.0, 100.0, 1000.0):
    print(f"surviving response at w = {w:g} hartree: {surviving(w):.4f}")
for name, low in (("2s binding energy", 1 / 8), ("one hartree", 1.0),
                  ("k0", k0)):
    lg = np.log(w_max / low)
    print(f"lower cutoff {name}: {low:.3f} hartree")
    print(f"  logarithm: {lg:.3f}")
    print(f"  2s shift: {shift_2s(lg):.1f} MHz")
print(f"mean square displacement (k0): {r2:.4e} bohr^2")
print(f"rms displacement (k0): {np.sqrt(r2):.4e} bohr")
print(f"rms displacement (k0): {np.sqrt(r2)*bohr*1e15:.1f} fm")
print(f"Compton length hbar/mc: {compton*1e15:.1f} fm")
print(f"blurred-potential 2s shift: {blur_2s:.1f} MHz")
print(f"blurred / short-distance formula: {blur_2s/shift_main:.5f}")
print(f"blurred-potential 2p shift: {blur_2p:.2e} MHz")
print(f"2p shift ratio, <dr^2> doubled: {ratio_2p:.3f}")
print(f"logarithm by frequency integral: {log_direct:.3f}")
print(f"second-order 2s shift: {shift_second:.1f} MHz")
print(f"change for factor 2 in a cutoff: {shift_2s(np.log(2)):.1f} MHz")
print(f"main result (k0): {shift_main/1000:.3f} GHz")
print(f"main result (k0): {shift_main/to_MHz*to_eV*1e6:.3f} microeV")
print("no test failed")
```

Running it gives:

```
fine-structure constant alpha: 0.00729735
speed of light c: 137.0360 a.u.
upper cutoff mc^2: 18778.9 hartree
one hartree as frequency: 6.57968e+09 MHz
prefactor (2 alpha/pi)/c^2: 2.4739e-07 bohr^2
2s shift per unit of logarithm: 135.64 MHz
2s density at nucleus: 0.039789 bohr^-3
driven electron, mean x^2 from motion: 3.024691e-03 a.u.
driven electron, <E^2>/w^4: 3.024691e-03 a.u.
box modes summed (two polarizations): 1799840
box mode sum / logarithm formula: 1.00078
sum of |p_n|^2: 0.249998 a.u.
sum of |p_n|^2 * gap: 0.250000 a.u.
2s-3p |p_n|^2, diagonalization: 0.045307 a.u.
2s-3p |p_n|^2, quadrature: 0.045298 a.u.
mean excitation energy k0: 8.320 hartree
log k0, first basis: 2.11861
log k0, second basis: 2.11859
surviving response at w = 0.1 hartree: 0.0682
surviving response at w = 1 hartree: 0.2626
surviving response at w = 10 hartree: 0.5579
surviving response at w = 100 hartree: 0.7974
surviving response at w = 1000 hartree: 0.9227
lower cutoff 2s binding energy: 0.125 hartree
  logarithm: 11.920
  2s shift: 1616.9 MHz
lower cutoff one hartree: 1.000 hartree
  logarithm: 9.840
  2s shift: 1334.8 MHz
lower cutoff k0: 8.320 hartree
  logarithm: 7.722
  2s shift: 1047.4 MHz
mean square displacement (k0): 1.9103e-06 bohr^2
rms displacement (k0): 1.3821e-03 bohr
rms displacement (k0): 73.1 fm
Compton length hbar/mc: 386.2 fm
blurred-potential 2s shift: 1045.6 MHz
blurred / short-distance formula: 0.99830
blurred-potential 2p shift: 8.33e-05 MHz
2p shift ratio, <dr^2> doubled: 3.998
logarithm by frequency integral: 7.762
second-order 2s shift: 1052.9 MHz
change for factor 2 in a cutoff: 94.0 MHz
main result (k0): 1.047 GHz
main result (k0): 4.332 microeV
no test failed
```
